# The Z2 Index from the Pfaffian of the Time-Reversal Sewing Matrix: a program that tests the result

```python
"""
Result under test: for a gapped 2D crystal with time reversal Theta, Theta^2 = -1,
    (-1)^nu = product over the four invariant momenta of Pf(w) / sqrt(det w),
    w_mn(k) = <u_m(-k)| Theta u_n(k)>,
in an occupied frame u_n continuous on the half zone 0 <= ky <= pi and periodic in kx.
Also tested: w is unitary, w(-k) = -w(k)^T, and the time-reversal polarization
    P_theta = P_I - P_II = [change of arg det w - 2 change of arg Pf w] / (2 pi)  (mod 2),
with changes taken from kx = 0 to kx = pi on a line ky = 0 or ky = pi.
P_I, P_II: Berry phases / (2 pi) of the two time-reversed halves of the occupied bands.
Independent road to nu: Wannier centres from Wilson loops crossing a reference line.
Energies are in units of the hopping t, lengths in lattice constants.
"""
import numpy as np
from scipy.linalg import schur

s0 = np.eye(2, dtype=complex)
sx = np.array([[0, 1], [1, 0]], dtype=complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1, -1]).astype(complex)

ONSITE_MIX, SKEW, SPIN_MIX, RASHBA, INTERLAYER = 0.3, 0.4, 0.15, 0.1, 0.1
NX, NY, NHALF = 120, 60, 400
TWO_PI = 2 * np.pi


def dagger(a):
    return a.conj().swapaxes(-1, -2)


def hamiltonian(kx, ky, masses):
    """Basis: layer x spin x orbital; one mass per layer."""
    kx, ky = np.broadcast_arrays(np.asarray(kx, float), np.asarray(ky, float))
    one = np.ones(kx.shape)
    size = 4 * len(masses)
    h = np.zeros(kx.shape + (size, size), dtype=complex)
    for i, mass in enumerate(masses):
        terms = [(np.sin(kx), np.kron(sz, sx)),
                 (ONSITE_MIX * one, np.kron(s0, sx)),
                 (np.sin(ky) + SKEW * np.sin(kx), np.kron(s0, sy)),
                 (mass - np.cos(kx) - np.cos(ky), np.kron(s0, sz)),
                 (SPIN_MIX * one, np.kron(sx, sy)),
                 (RASHBA * np.sin(ky), np.kron(sx, s0)),
                 (-RASHBA * np.sin(kx), np.kron(sy, s0))]
        block = slice(4 * i, 4 * i + 4)
        h[..., block, block] = sum(np.multiply.outer(c, m) for c, m in terms)
    if len(masses) == 2:
        h = h + INTERLAYER * (np.kron(sx, np.eye(4)) + np.kron(sy, np.kron(sx, s0)))
    return h


def time_reversal_matrix(size):
    return np.kron(np.eye(size // 4), np.kron(1j * sy, s0))


def time_reverse(frame):
    return time_reversal_matrix(frame.shape[-2]) @ frame.conj()


def occupied(kx, ky, masses):
    energy, vec = np.linalg.eigh(hamiltonian(kx, ky, masses))
    n = energy.shape[-1] // 2
    return vec[..., :n], np.min(energy[..., n] - energy[..., n - 1])


def polar(m):
    u, _, vh = np.linalg.svd(m, full_matrices=False)
    return u @ vh


def follow(space, frame):
    """Frame of the new space closest to the given frame (parallel transport)."""
    return space @ polar(dagger(space) @ frame)


def unitary_powers(unitary, exponents):
    t, z = schur(unitary, output="complex")
    angles = np.angle(np.diag(t))
    return (z * np.exp(1j * np.outer(exponents, angles))[:, None, :]) @ z.conj().T


def half_zone_frame(space, seed):
    """Continuous frame on the half zone, periodic in kx."""
    rng = np.random.default_rng(seed)
    shape = space.shape[-2:]
    trial = rng.normal(size=shape) + 1j * rng.normal(size=shape)
    row = [follow(space[0, 0], trial)]
    for j in range(1, NX + 1):
        row.append(follow(space[0, j], row[-1]))
    row = np.array(row)
    holonomy = dagger(row[0]) @ row[-1]
    rows = [row @ unitary_powers(holonomy, -np.arange(NX + 1) / NX)]
    for i in range(1, NY + 1):
        rows.append(follow(space[i], rows[-1]))
    return np.array(rows)


def gauge(kx, ky, n, winding):
    """Smooth periodic U(n) gauge change whose determinant winds along kx."""
    kx, ky = np.broadcast_arrays(np.asarray(kx, float), np.asarray(ky, float))
    rng = np.random.default_rng(10 + n)
    gen = 0
    for f in (np.cos(kx), np.sin(kx), np.cos(ky)):
        a = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
        gen = gen + 0.2 * np.multiply.outer(f, (a + a.conj().T) / 2)
    e, v = np.linalg.eigh(gen)
    g = (v * np.exp(1j * e)[..., None, :]) @ dagger(v)
    g[..., :, 0] *= np.exp(1j * winding * kx)[..., None]
    return g


def pfaffian(a):
    if len(a) == 0:
        return 1.0
    total = 0
    for j in range(1, len(a)):
        minor = np.delete(np.delete(a, [0, j], 0), [0, j], 1)
        total += (-1) ** (j - 1) * a[0, j] * pfaffian(minor)
    return total


def analyse_line(frame):
    """Sewing matrix on kx = -pi..pi and the Pfaffian data of its two invariant points."""
    w = dagger(frame[::-1]) @ time_reverse(frame)
    n, mid = w.shape[-1], len(w) // 2
    assert np.allclose(dagger(w) @ w, np.eye(n), atol=1e-9)
    assert np.allclose(w[::-1], -w.swapaxes(-1, -2), atol=1e-9)
    assert np.allclose(w[[mid, -1]], -w[[mid, -1]].swapaxes(-1, -2), atol=1e-9)
    phase = np.unwrap(np.angle(np.linalg.det(w[mid:])))
    assert np.max(np.abs(np.diff(phase))) < 1.0      # branch of the root is resolved
    pf = np.array([pfaffian(w[mid]), pfaffian(w[-1])])
    ratio = pf / np.exp(0.5j * phase[[0, -1]])
    assert np.allclose(ratio ** 2, 1, atol=1e-8)     # Pf^2 = det
    p_theta = (phase[-1] - phase[0] - 2 * np.angle(pf[1] / pf[0])) / TWO_PI
    return dict(w=w, phase=phase, pf=pf, ratio=ratio.real,
                sign=int(round(np.prod(ratio.real))), p_theta=p_theta)


def wannier_flow(space):
    """Wannier centres along x for each ky, and net crossings of a reference line."""
    loop = np.eye(space.shape[-1])
    for j in range(NX):
        loop = loop @ polar(dagger(space[:, j]) @ space[:, (j + 1) % NX])
    centres = -np.angle(np.linalg.eigvals(loop)) / TWO_PI
    ends = np.sort(np.concatenate([centres[0], centres[-1]]) % 1)
    gaps = np.diff(np.append(ends, ends[0] + 1))
    ref = ends[np.argmax(gaps)] + gaps.max() / 2
    total = ((centres - ref) % 1).sum(axis=1)
    drift = np.diff(-np.angle(np.linalg.det(loop)) / TWO_PI)
    drift -= np.round(drift)
    net = np.sum(np.diff(total) - drift)
    assert abs(net - round(net)) < 1e-6
    pair_sums = total[[0, -1]] / 2 + space.shape[-1] // 2 * ref
    return centres, int(round(net)), pair_sums


def kramers_basis(space):
    basis = np.zeros((space.shape[0], 0), dtype=complex)
    while basis.shape[1] < space.shape[1]:
        rest = space - basis @ (dagger(basis) @ space)
        norms = np.linalg.norm(rest, axis=0)
        v = (rest[:, np.argmax(norms)] / norms.max())[:, None]
        basis = np.hstack([basis, v, time_reverse(v)])
    return basis


def berry_steps(frame):
    return -np.angle(np.linalg.det(dagger(frame[:-1]) @ frame[1:]))


def circular_distance(a, b, period=1.0):
    return abs((a - b + period / 2) % period - period / 2)


def partner_polarizations(masses, ky, winding):
    """P_I and P_II from their definition, then from the Pfaffian formulas."""
    space, _ = occupied(np.linspace(0, np.pi, NHALF + 1), ky, masses)
    half = [kramers_basis(space[0])]
    for v in space[1:]:
        half.append(follow(v, half[-1]))
    half = np.array(half)
    turn = dagger(half[-1]) @ kramers_basis(space[-1])
    half = half @ unitary_powers(turn, np.arange(NHALF + 1) / NHALF)
    reversed_half, mirror = time_reverse(half), np.empty_like(half)
    mirror[..., 0::2] = -reversed_half[..., 1::2]
    mirror[..., 1::2] = reversed_half[..., 0::2]
    full = np.concatenate([mirror[:0:-1], half])
    k = np.linspace(-np.pi, np.pi, 2 * NHALF + 1)
    full[..., 0::2] *= np.exp(0.4j * np.sin(k))[:, None, None]
    full[..., 1::2] *= np.exp(0.5j * np.cos(k))[:, None, None]
    full[..., 0] *= np.exp(1j * winding * k)[:, None]
    p_one = berry_steps(full[..., 0::2]).sum() / TWO_PI
    p_two = berry_steps(full[..., 1::2]).sum() / TWO_PI
    # formulas evaluated in a frame that mixes the two halves
    mixed = full @ gauge(k, ky, full.shape[-1], 0)
    data, steps = analyse_line(mixed), berry_steps(mixed)
    right, left = steps[NHALF:].sum(), steps[:NHALF].sum()
    assert abs(right - left - (data["phase"][-1] - data["phase"][0])) < 1e-7
    p_one_formula = (right - np.angle(data["pf"][1] / data["pf"][0])) / TWO_PI
    # discretized Berry phases of one half and of all bands differ at order dk^2
    assert circular_distance(p_one, p_one_formula) < 1e-3
    assert abs(p_one - p_two - round(p_one - p_two)) < 1e-7
    assert circular_distance(p_one - p_two, data["p_theta"], 2.0) < 1e-6
    return p_one, p_two, p_one_formula, data["p_theta"]


# time-reversal symmetry of the model
for masses in ((1.0,), (1.0, 3.0)):
    u = time_reversal_matrix(4 * len(masses))
    assert np.allclose(u @ u.conj(), -np.eye(len(u)))
    assert np.allclose(u @ hamiltonian(0.7, -1.9, masses).conj() @ dagger(u),
                       hamiltonian(-0.7, 1.9, masses))

kx_grid = np.linspace(-np.pi, np.pi, NX + 1)
ky_grid = np.linspace(0, np.pi, NY + 1)
results = {}
for masses in ((1.0,), (3.0,), (1.0, 3.0), (1.0, 1.0)):
    space, gap = occupied(kx_grid[None, :], ky_grid[:, None], masses)
    assert gap > 0.3
    n = space.shape[-1]
    smooth = half_zone_frame(space, len(masses))
    lines = {}
    for winding in (0, 1):
        frame = smooth @ gauge(kx_grid[None, :], ky_grid[:, None], n, winding)
        jump = max(np.linalg.norm(np.diff(frame, axis=a), 2, axis=(-2, -1)).max()
                   for a in (0, 1))
        assert jump < 0.6 and np.allclose(frame[:, 0], frame[:, -1], atol=1e-8)
        lines[winding] = (analyse_line(frame[0]), analyse_line(frame[-1]))
        if winding == 0:
            jump_plain = jump
    product = lines[0][0]["sign"] * lines[0][1]["sign"]
    centres, net, pair_sums = wannier_flow(space)
    assert product == (-1) ** (net % 2)
    # a winding gauge flips each line but not the product
    assert all(lines[1][i]["sign"] == -lines[0][i]["sign"] for i in (0, 1))
    # winding on one line only: frame discontinuous in ky, wrong answer
    broken = lines[0][0]["sign"] * lines[1][1]["sign"]
    assert broken == -product
    partners = {}
    for i, ky in enumerate((0.0, np.pi)):
        for winding in (0, 1):
            p = partner_polarizations(masses, ky, winding)
            partners[i, winding] = p
            # Wilson-loop centres carry a grid error of order (2 pi / NX)^2
            assert circular_distance(p[0], pair_sums[i]) < 5e-3
        change = partners[i, 1][0] - partners[i, 1][1] - partners[i, 0][0] + partners[i, 0][1]
        assert round(change) % 2 == 1
    results[masses] = dict(gap=gap, lines=lines, product=product, net=net, broken=broken,
                           centres=centres, partners=partners, jump=jump_plain)

assert [(1 - r["product"]) // 2 for r in results.values()] == [1, 0, 1, 0]

print("Parameters, in units of the hopping t:")
print(f" on-site orbital mixing {ONSITE_MIX}, skew hopping {SKEW}")
print(f" spin mixing {SPIN_MIX}, Rashba {RASHBA}, interlayer {INTERLAYER}")
print(f"Half-zone grid: {NX} steps in kx, {NY} steps in ky")
print("Layer masses (t): smallest direct gap (t), net crossings, product, nu")
for masses, r in results.items():
    print(f" {masses}: {r['gap']:.3f}, {r['net']:+d}, {r['product']:+d}, "
          f"{(1 - r['product']) // 2}")
example = results[(1.0,)]
print(f"Mass 1: largest frame change between grid neighbours {example['jump']:.3f}")
w_line = example["lines"][0][0]["w"]
for label, index in (("0", NX // 2), ("pi/2", 3 * NX // 4)):
    m = w_line[index]
    print(f"Mass 1, w at kx={label}, ky=0 (rows):")
    for row in m:
        print("  " + "  ".join(f"{z.real:+.4f}{z.imag:+.4f}i" for z in row))
for masses in ((1.0,), (3.0,)):
    print(f"Mass {masses[0]:.0f}: arg Pf/pi, arg sqrt(det)/pi, Pf/sqrt(det)")
    for i, ky_label in enumerate(("0", "pi")):
        d = results[masses]["lines"][0][i]
        for j, kx_label in enumerate(("0", "pi")):
            print(f" (kx,ky)=({kx_label},{ky_label}): {np.angle(d['pf'][j]) / np.pi:+.4f}, "
                  f"{d['phase'][[0, -1]][j] / TWO_PI:+.4f}, {d['ratio'][j]:+.0f}")
print("Mass 1: line signs at ky=0, ky=pi, and their product")
for winding in (0, 1):
    a, b = (d["sign"] for d in example["lines"][winding])
    print(f" gauge winding {winding} on both lines: {a:+d}, {b:+d}, {a * b:+d}")
print(f" winding on ky=pi only (discontinuous frame): product {example['broken']:+d}")
print("Mass 1: P_I, P_II, P_I-P_II by definition; P_I formula mod 1; P_theta formula mod 2")
for (i, winding), p in example["partners"].items():
    print(f" ky={('0', 'pi')[i]}, winding {winding}: {p[0]:+.4f}, {p[1]:+.4f}, "
          f"{round(p[0] - p[1]):+d}; {p[2] % 1:.4f}; {round(p[3]) % 2}")
print("Wannier centres along x (lattice constants, mod 1)")
for masses in ((1.0,), (3.0,)):
    for label, index in (("0", 0), ("pi/4", NY // 4), ("pi/2", NY // 2),
                         ("3pi/4", 3 * NY // 4), ("pi", NY)):
        c = np.sort(results[masses]["centres"][index] % 1)
        print(f" mass {masses[0]:.0f}, ky={label}: {c[0]:.3f}, {c[1]:.3f}")
print("done: every assertion held")
```

Output:

```
Parameters, in units of the hopping t:
 on-site orbital mixing 0.3, skew hopping 0.4
 spin mixing 0.15, Rashba 0.1, interlayer 0.1
Half-zone grid: 120 steps in kx, 60 steps in ky
Layer masses (t): smallest direct gap (t), net crossings, product, nu
 (1.0,): 1.331, -1, -1, 1
 (3.0,): 2.040, +0, +1, 0
 (1.0, 3.0): 1.329, -1, -1, 1
 (1.0, 1.0): 1.141, -2, +1, 0
Mass 1: largest frame change between grid neighbours 0.110
Mass 1, w at kx=0, ky=0 (rows):
  -0.0000-0.0000i  -0.7985+0.6019i
  +0.7985-0.6019i  +0.0000-0.0000i
Mass 1, w at kx=pi/2, ky=0 (rows):
  -0.0707+0.2666i  -0.7700+0.5753i
  +0.8985-0.3415i  -0.2630-0.0832i
Mass 1: arg Pf/pi, arg sqrt(det)/pi, Pf/sqrt(det)
 (kx,ky)=(0,0): +0.7944, -0.2056, -1
 (kx,ky)=(pi,0): +0.8857, -0.1143, -1
 (kx,ky)=(0,pi): +0.2769, +0.2769, +1
 (kx,ky)=(pi,pi): -0.9475, +0.0525, -1
Mass 3: arg Pf/pi, arg sqrt(det)/pi, Pf/sqrt(det)
 (kx,ky)=(0,0): +0.8031, -0.1969, -1
 (kx,ky)=(pi,0): +0.8945, -0.1055, -1
 (kx,ky)=(0,pi): +0.9699, -0.0301, -1
 (kx,ky)=(pi,pi): -0.9171, +0.0829, -1
Mass 1: line signs at ky=0, ky=pi, and their product
 gauge winding 0 on both lines: +1, -1, -1
 gauge winding 1 on both lines: -1, +1, -1
 winding on ky=pi only (discontinuous frame): product +1
Mass 1: P_I, P_II, P_I-P_II by definition; P_I formula mod 1; P_theta formula mod 2
 ky=0, winding 0: +0.4434, +0.4434, +0; 0.4434; 0
 ky=0, winding 1: -0.5566, +0.4434, -1; 0.4434; 1
 ky=pi, winding 0: +0.0049, +0.0049, +0; 0.0049; 0
 ky=pi, winding 1: -0.9951, +0.0049, -1; 0.0049; 1
Wannier centres along x (lattice constants, mod 1)
 mass 1, ky=0: 0.443, 0.443
 mass 1, ky=pi/4: 0.197, 0.770
 mass 1, ky=pi/2: 0.091, 0.913
 mass 1, ky=3pi/4: 0.038, 0.971
 mass 1, ky=pi: 0.005, 0.005
 mass 3, ky=0: 0.005, 0.005
 mass 3, ky=pi/4: 0.017, 0.988
 mass 3, ky=pi/2: 0.009, 0.993
 mass 3, ky=3pi/4: 0.004, 0.997
 mass 3, ky=pi: 0.000, 0.000
done: every assertion held
```
